# Exact and Kohn-Sham Green functions of the two-electron Hubbard dimer, part 2

Does the exact Kohn-Sham (KS) Green function \(G_s\) approximate the true spin-up \(G\) for two electrons on two sites? In Hartree atomic units,
\[
H=\sum_{ij\sigma}h_{ij}c^\dagger_{i\sigma}c_{j\sigma}+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad
h=\begin{pmatrix}v_1&-t\\-t&v_2\end{pmatrix},
\]
with \(t,U>0\), \(v_1=-\Delta v/2\), \(v_2=\Delta v/2\), \(\delta=\Delta v/2t\), \(u=U/2t\), \(R=\sqrt{1+\delta^2}\). The eigenvectors \(\phi_b,\phi_a\) of \(h\) have energies \(\mp tR\).

The ground state \(\Psi=\sum_{ij}C_{ij}\,c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}|0\rangle\) has energy \(E\), symmetric \(C\) and \(\det C\neq0\). With \(x=(U-E)/2t\), \(D=x^2-\delta^2\), \(Q=D^2+x^2+\delta^2\), \(W^2=(D+1)^2+4\delta^2\),
\[
C_{11}=\frac{C_{12}}{x-\delta},\quad C_{22}=\frac{C_{12}}{x+\delta},\quad E=-2t\frac{x}{D},\quad u=x\left(1-\frac1D\right),
\]
where \(x>R\), \(D>1\). The spin-up density matrix is \(\rho=C^2\), with \(\rho_{ii}=n_i/2\), \(\rho_{12}=xD/Q\), \(m=(n_1-n_2)/2=2x\delta/Q\).

With \(f_k=C\phi_k\), \(g_k=\varepsilon C\phi_k\), \(\varepsilon_{12}=-\varepsilon_{21}=1\),
\[
G(z)=\frac{f_af_a^T}{z-\omega_1}+\frac{f_bf_b^T}{z-\omega_2}+\frac{g_bg_b^T}{z-\omega_3}+\frac{g_ag_a^T}{z-\omega_4},
\]
\[
\omega_{1}=E-tR,\quad \omega_2=E+tR=-I,\quad \omega_{3}=U-E-tR=-A,\quad \omega_4=U-E+tR.
\]
The first two are removal poles, the others addition poles. Their weights (residue traces) are \(w_a,w_b,w_b,w_a\), with \(w_b=1-w_a=\tfrac12+\frac{x^3}{RQ}\).

The KS Hamiltonian \(\bar v_s-t(\sigma_x+\delta_s\sigma_z)\), with potential \(v_s\), has levels \(\varepsilon_{H,L}=\bar v_s\mp tR_s\) of weight 1, where \(R_s=\sqrt{1+\delta_s^2}\), \(\delta_s/R_s=m\). Its gap is \(E_s=2tR_s=2tQ/DW\). The true gap is \(E_g=I-A\), and
\[
\Delta_{xc}\equiv E_g-E_s=2t\,\frac{D-1}{D}\left[\frac{D}{x+R}-\frac{D-1}{2(W+2x)}-\frac{D+1}{2W}\right]>0.
\]

At \(\Delta v=0\), \(c=\sqrt{U^2+16t^2}\), \(w_{b,a}=\tfrac12\pm\frac{2t}{c}\), \(E_g=c-2t\), \(E_s=2t\). The symmetric example has \(t=0.1\), \(U=0.5\) Ha, \(\Delta v=0\).

Still to be proved:

(c) The density at \(N=2\) leaves a constant in \(v_s\) free. With the constant of the limit \(N\to2^-\), \(\varepsilon_H=-I\) is the only common pole position, and its weights differ. With the constant of \(N\to2^+\), \(\varepsilon_L=-A\) is the only common one. No constant places \(\varepsilon_H\) on a removal pole and \(\varepsilon_L\) on an addition pole together.

### The constant

At fixed \(N=2\) only \(n_1-n_2\) can vary, so only \(\Delta v_s=2t\delta_s\) is fixed. In real space the condition that \(v_s\) vanish far away removes the freedom. Two sites have no such region, so the constant needs a convention. Here it is taken from derivatives with respect to \(n_1\) and \(n_2\) separately, which requires non-integer \(N\).

The integer ground-state energies are \(E_0=0\), \(E_1=-tR\), \(E_2=E\), \(E_3=U-tR\), \(E_4=2U\). Their second differences are \(E+2tR\), \(E_g\) and \(E+2tR\). The first and third are non-negative because the interaction is a non-negative operator added to a Hamiltonian with ground energy \(-2tR\), and \(E_g>0\). The sequence is convex, so the lowest ensemble energy \(\mathcal E(N,\Delta v)\) interpolates linearly between adjacent integers. Its slope \(\mu=\partial\mathcal E/\partial N\) is \(E_2-E_1=-I\) for \(1<N<2\) and \(E_3-E_2=-A\) for \(2<N<3\).

Define the universal functional by the Legendre transform
\[
F(n_1,n_2)=\max_{\Delta v}\left[\mathcal E(n_1+n_2,\Delta v)-\tfrac12\Delta v\,(n_2-n_1)\right].
\]
Inside either strip \(\mathcal E\) is smooth. It is strictly concave in \(\Delta v\), because the term \(-tR=-\sqrt{t^2+\Delta v^2/4}\) in \(E_1\) and \(E_3\), which enters the ensemble with nonzero weight inside the strip, has a negative second derivative and \(E_2\), a minimum of functions linear in \(\Delta v\), is concave. The maximizer is therefore unique and, by the implicit function theorem, smooth in \(n\). Because the bracket is stationary in \(\Delta v\), only its explicit dependence on \(n\) contributes to the derivative: \(\partial F/\partial n_1=\mu+\Delta v/2\) and \(\partial F/\partial n_2=\mu-\Delta v/2\), that is \(\partial F/\partial n_i=\mu-v_i\).

The functional \(T_s\) is the same construction at \(U=0\). Its maximizer is the zero-mean KS potential \(\tilde v_i=\mp\Delta v_s/2\), and its slope is the level being filled, \(-tR_s\) below \(N=2\) and \(+tR_s\) above. It exists for every density with \(0<n_i<2\) on both sites, since \(n_1-n_2\) equals \(N\delta_s/R_s\) below and \([2-(N-2)]\delta_s/R_s\) above, which cover the allowed ranges. With \(v_{Hxc,i}=\partial(F-T_s)/\partial n_i\),
\[
v_i+v_{Hxc,i}=\tilde v_i+\bar v_s,\qquad \bar v_s^{\,-}=-I+tR_s,\qquad \bar v_s^{\,+}=-A-tR_s .
\]
The levels are \(\bar v_s\mp tR_s\). Below \(N=2\) the lower level equals \(-I\), and above it the upper level equals \(-A\). The density, and with it \(\tilde v\), is continuous at \(N=2\), so \(v_{Hxc}\) jumps on both sites by \(\bar v_s^{\,+}-\bar v_s^{\,-}=E_g-E_s=\Delta_{xc}\), the derivative discontinuity.

With \(\bar v_s^{\,-}\), \(\varepsilon_L=\omega_2+E_s\) lies strictly between \(\omega_2\) and \(\omega_3\), where \(G\) has no pole. With \(\bar v_s^{\,+}\), \(\varepsilon_H=\omega_3-E_s\) lies in the same interval. The smallest distance from a removal pole to an addition pole is \(E_g>E_s\), so no shift matches one of each. This proves (c).

## What the two functions share

For a symmetric matrix \(M\), \(\varepsilon M\varepsilon^T\) swaps the diagonal elements and reverses the off-diagonal one. The residues of \(G\) therefore sum to \(\rho+\varepsilon\rho\varepsilon^T=\mathrm{tr}\rho=1\), as do those of \(G_s\), and both behave as \(1/z\) at large \(z\). The diagonal removal weight summed over poles, \(\rho_{ii}=n_i/2\), also agrees. That agreement is the definition of the KS system, and it constrains an integral over frequency, not the spectrum.

The off-diagonal removal weight already differs. From \(\det\rho=\tfrac14(1-m^2)-\rho_{12}^2=(\det C)^2>0\) follows \(\rho_{12}<\tfrac12\sqrt{1-m^2}\), the KS value. The kinetic energy is \(-4t\rho_{12}\) (two spins, two hopping directions), so \(T>T_s\). In the symmetric example \(\rho_{12}=0.312348\) against \(0.5\), and \(T=-0.124939\) Ha against \(T_s=-0.2\) Ha.

With either limiting constant the first moment differs too. Using \(H\Psi=E\Psi\), the addition poles give \(\langle c_{i\uparrow}(H-E)c^\dagger_{j\uparrow}\rangle=\langle[c_{i\uparrow},H]c^\dagger_{j\uparrow}\rangle\) and the removal poles give \(\langle c^\dagger_{j\uparrow}(E-H)c_{i\uparrow}\rangle=\langle c^\dagger_{j\uparrow}[c_{i\uparrow},H]\rangle\). With \([c_{i\uparrow},H]=\sum_lh_{il}c_{l\uparrow}+Un_{i\downarrow}c_{i\uparrow}\), the anticommutator yields \(h_{ij}+\delta_{ij}Un_i/2\), whose trace is \(U\). The KS trace for \(N\to 2^-\) is \(\omega_2+\omega_3-\Delta_{xc}=U-\Delta_{xc}\). In the symmetric example these are \(0.5\) and \(0.5-0.240312=0.259688\) Ha, so with this constant \(G\) and \(G_s\) part at order \(1/z^2\). For \(N\to2^+\) the KS trace is \(U+\Delta_{xc}\). The order depends on the constant. The midpoint \((\bar v_s^{\,-}+\bar v_s^{\,+})/2=(\omega_2+\omega_3)/2=U/2\) matches the trace, and at \(\Delta v=0\) it matches the whole first moment \(h+U/2\). The two functions then part at order \(1/z^3\): measured from \(U/2\), the second-moment traces are \(2w_b(c/2-t)^2+2w_a(c/2+t)^2=2t^2+U^2/2\) and \(2t^2\).

## An asymmetric example

Keep \(t=0.1\), \(U=0.5\) Ha and choose \(\Delta v=0.2\) Ha, so \(u=2.5\), \(\delta=1\), \(R=1.414214\). The root, found numerically by bracketing, is \(x=2.892630\), with \(D=7.367311\) and \(W=8.603016\). Then \(x^2=D+1=8.367311\) and \(Q=54.27727+8.36731+1=63.64458\). The energy is \(E=-0.2\times2.892630/7.367311=-0.078526\) Ha and \(tR=0.141421\) Ha. The weight is \(w_b=0.5+24.2035/(1.414214\times63.64458)=0.768907\).

| pole (Ha) | weight | site 1 | site 2 |
|---|---|---|---|
| \(-0.219947\) | 0.231093 | 0.222085 | 0.009008 |
| \(0.062895\) | 0.768907 | 0.323365 | 0.445543 |
| \(0.437105\) | 0.768907 | 0.445543 | 0.323365 |
| \(0.719947\) | 0.231093 | 0.009008 | 0.222085 |

The density has \(m=5.78526/63.64458=0.090900\), so \(n_1=1.090900\) and \(n_2=0.909100\). The KS potential difference is \(\Delta v_s=0.018255\) Ha, the gap is \(E_s=0.2\times63.64458/(7.367311\times8.603016)=0.200831\) Ha, and the poles are \(0.062895\) and \(0.263727\) Ha. The true gap is \(0.374209\) Ha. The closed formula gives
\[
\Delta_{xc}=0.2\times0.864265\times(1.710605-0.221267-0.486301)=0.173378\ \text{Ha},
\]
equal to \(0.374209-0.200831\).

The table holds a feature that the KS picture gets qualitatively wrong. Site 1 has the lower potential and the larger density, and the KS HOMO has squared components \(n_i/2=0.54545\) and \(0.45455\). The exact residue at the same energy leans the other way, \(0.323\) on site 1 and \(0.446\) on site 2. At \(\omega_2\) the remaining electron is left in \(\phi_b\), which favours site 1. The off-diagonal \(C_{12}=0.653000\) dominates \(C_{11}=0.345023\) and \(C_{22}=0.167753\), so the electrons mostly sit on different sites, and the removed one comes more often from site 2, with a share of \(0.445543/0.768907=0.579\). This reversal needs enough repulsion, since at \(U=0\) the residue is the KS one. The satellite restores the density: \(0.222085+0.323365=0.545450=n_1/2\). All components are positive, so the squared overlap of the normalized Dyson orbital \(f_b/\sqrt{w_b}\) with the KS HOMO is
\[
\frac{\left(\sqrt{0.54545\times0.323365}+\sqrt{0.45455\times0.445543}\right)^2}{0.768907}=0.98438 .
\]
In the symmetric case parity makes it 1. An overlap near 1 does not show that \(G_s\approx G\). It compares directions only, and here it coexists with a weight of \(0.77\) and a gap error of \(0.17\) Ha.

The constant was checked by computing \(F\) and \(T_s\) as numerical Legendre transforms of the ensemble energies and differentiating by central finite differences at \(N=2\mp10^{-4}\). Below, \(v_{Hxc}=(0.2542,\,0.0724)\) Ha, in agreement with \(\bar v_s^{\,-}+\tilde v_i-v_i=0.163311\mp0.009128\pm0.1\), and the levels are \(0.062895\) and \(0.2637\) Ha. Above, \(v_{Hxc}=(0.4276,\,0.2458)\) Ha, a jump of \(0.1734\) Ha on each site, and the levels are \(0.2363\) and \(0.437105\) Ha. The closed forms for poles, residues, gaps and moments were also compared with diagonalization in the 16-dimensional Fock space, direct evaluation of the resolvents and numerical inversion of the density. They agreed at 36 points with \(u\) from 0.05 to 20 and \(\delta\) from \(-1\) to 5.

## Limits and range of validity

At \(U=0\), \(D=1\), \(x=R\) and \(Q=2R^2\), so \(w_b=1\), \(\Delta_{xc}=0\) and \(G=G_s\). For weak \(U\) at \(\Delta v=0\), \(c\approx4t+U^2/8t\) and \(2t/c\approx\tfrac12(1-U^2/32t^2)\), so \(w_a\approx U^2/64t^2\) and \(\Delta_{xc}\approx U^2/8t\). For \(U=0.01\) Ha these give \(1.5625\times10^{-4}\) and \(1.25\times10^{-4}\) Ha, against the computed \(1.5618\times10^{-4}\) and \(1.2498\times10^{-4}\) Ha.

The belief is also nearly right when one site holds both electrons, \(\delta-u\gg1\), even for large \(U/t\). From \(u=x(1-1/D)\), \(D=x/(x-u)\), which decreases with \(x\). Since \(x>\delta>u\), \(D<\delta/(\delta-u)\) and \(D-1<u/(\delta-u)\). Dropping the negative terms of the bracket and using \(x+R>2\delta\),
\[
\Delta_{xc}<\frac{2t(D-1)}{x+R}<\frac{tu}{\delta(\delta-u)}<\frac{t}{\delta-u}.
\]
For the weight, \(x^3/R>\delta^2\) and \(Q=D^2+D+2\delta^2<2D^2+2\delta^2\) give \(x^3/RQ>\tfrac12(1+D^2/\delta^2)^{-1}>\tfrac12(1-D^2/\delta^2)\), so \(w_a<D^2/2\delta^2<1/[2(\delta-u)^2]\). At \(\Delta v=5\) Ha, \(U=0.5\) Ha the computed values are \(D=1.11100\), just under \(5/4.5\), \(w_a=4.9\times10^{-6}\) and \(\Delta_{xc}=1.1\times10^{-5}\) Ha. The ratio \(U/t\) alone does not measure the error.

The failure is severe for \(U\gg t,|\Delta v|\). Then \(x\approx u\), \(D\approx x^2\), \(Q\approx x^4\), so \(w_b-\tfrac12\approx1/uR\), \(m\to0\), \(E_s\to2t\) and \(E_g\approx U-2tR\). For \(U=100\) Ha, \(\Delta v=0.2\) Ha, \(1/(500\times1.414)=0.00141\) matches the computed \(w_b=0.50141\), with \(E_g=99.7180\) Ha and \(E_s=0.200000\) Ha. Nearly all of the gap is the derivative discontinuity.

The proof uses \(U>0\) for \(D>1\) and for convexity, \(t\neq0\) (made positive by the sign of one site orbital) so that the ground state is non-degenerate for every \(\Delta v\), zero temperature, and a spin-unpolarized KS system. A spin-polarized, symmetry-broken solution can open a gap of order \(U\), but it does not have the spin density of the singlet and is not the KS system treated here. The count of four against two was derived for two sites and two electrons and is not a general rule: with a single spin-up electron on the dimer, the exact spin-up function has two poles and the spin-down function has four. In the repulsive dimer \(G_s\) is tied to \(G\) by the density and by one frontier energy on each side of \(N=2\). For another system, any closer agreement must be shown for that system. The KS gap of \(0.2\) Ha found here, against the true \(0.44\) Ha, belongs to the exact functional and is not an error of approximation.

## Computed values

```
scan points passed: 36
weak U=0.01 Ha, dv=0: w_a = 1.5618e-04, Delta_xc = 1.2498e-04 Ha
Mott U=100 Ha, dv=0.2 Ha: w_b = 0.50141, E_g = 99.7180 Ha, E_s = 0.200000 Ha
large dv=5 Ha, U=0.5 Ha: D = 1.11100, w_a = 4.9134e-06, Delta_xc = 1.1101e-05 Ha
--- case A: t = 0.1 Ha, U = 0.5 Ha, dv = 0.0 Ha
u, delta, R = 2.500000, 0.000000, 1.000000
x, D, W = 2.850781, 8.126953, 9.126953
E(2) = -0.070156 Ha, tR = 0.100000 Ha
C11, C12, C22 = 0.234057, 0.667246, 0.234057
det C = -0.390434
n1, n2 = 1.000000, 1.000000 electrons, m = 0.000000
exact poles (Ha) = -0.170156, 0.029844, 0.470156, 0.670156
trace weights = 0.187652, 0.812348, 0.812348, 0.187652
site-1 weights = 0.093826, 0.406174, 0.406174, 0.093826
site-2 weights = 0.093826, 0.406174, 0.406174, 0.093826
KS dv_s = 0.000000 Ha, mean v_s = 0.129844 Ha
KS poles (Ha) = 0.029844, 0.229844, weights 1, 1
E_g = 0.440312 Ha, E_s = 0.200000 Ha
Delta_xc = 0.240312 Ha
rho12 exact = 0.312348, KS = 0.500000
T = -0.124939 Ha, Ts = -0.200000 Ha
first-moment trace: exact 0.500000 Ha, KS 0.259688 Ha
squared overlap, normalized HOMO Dyson vs KS orbital = 1.000000
c = 0.640312 Ha
--- case B: t = 0.1 Ha, U = 0.5 Ha, dv = 0.2 Ha
u, delta, R = 2.500000, 1.000000, 1.414214
x, D, W = 2.892630, 7.367311, 8.603016
E(2) = -0.078526 Ha, tR = 0.141421 Ha
C11, C12, C22 = 0.345023, 0.653000, 0.167753
det C = -0.368531
n1, n2 = 1.090900, 0.909100 electrons, m = 0.090900
exact poles (Ha) = -0.219947, 0.062895, 0.437105, 0.719947
trace weights = 0.231093, 0.768907, 0.768907, 0.231093
site-1 weights = 0.222085, 0.323365, 0.445543, 0.009008
site-2 weights = 0.009008, 0.445543, 0.323365, 0.222085
KS dv_s = 0.018255 Ha, mean v_s = 0.163311 Ha
KS poles (Ha) = 0.062895, 0.263727, weights 1, 1
E_g = 0.374209 Ha, E_s = 0.200831 Ha
Delta_xc = 0.173378 Ha
rho12 exact = 0.334842, KS = 0.497930
T = -0.133937 Ha, Ts = -0.199172 Ha
first-moment trace: exact 0.500000 Ha, KS 0.326622 Ha
squared overlap, normalized HOMO Dyson vs KS orbital = 0.984382
--- case B ensembles, eta = 0.0001
v_Hxc(2-eta) = 0.2542, 0.0724 Ha; v_Hxc(2+eta) = 0.4276, 0.2458 Ha
jump per site = 0.1734, 0.1734 Ha
N=2-eta: HOMO = 0.062895 Ha, LUMO = 0.2637 Ha
N=2+eta: HOMO = 0.2363 Ha, LUMO = 0.437105 Ha
```
